Which way does a field along e_+1 change m?

The argument under review concerns an atom in a field whose complex amplitude points along the spherical basis vector e_+1, with quantization axis z. It runs as follows.

"The field is E = E0 e_+1, so its spherical components are E_+1 = E0 and E_0 = E_−1 = 0. The scalar product of two vectors in spherical components is d·E = Σ_q (−1)^q d_q E_−q. The term containing E_+1 is the one with q = −1, so d·E = −E0 d_−1. The operator d_−1 lowers m by one. The field therefore takes hydrogen from 1s to the 2p state with m = −1."

The contraction formula is correct, and d_−1 does lower m. Whether the conclusion holds depends on the first sentence, which reads a component off a basis vector. To judge it, one must say what E_+1 means in the contraction formula.

**Basis vectors and their products**

Let x̂, ŷ, ẑ be the Cartesian unit vectors, and take

e_+1 = −(x̂ + iŷ)/√2,  e_0 = ẑ,  e_−1 = (x̂ − iŷ)/√2.

The dot denotes the bilinear product a·b = a_x b_x + a_y b_y + a_z b_z, without complex conjugation. This is the product in d·E. It gives

e_+1·e_+1 = (1 + i²)/2 = 0,

e_−1·e_−1 = (1 + i²)/2 = 0,

e_+1·e_−1 = −(1 − i²)/2 = −1,

while e_0·e_0 = 1 and e_0·e_±1 = 0. A circular basis vector thus has zero product with itself and a nonzero product with its partner. Conjugation exchanges the partners:

e_+1* = −(x̂ − iŷ)/√2 = −e_−1,  e_−1* = (x̂ + iŷ)/√2 = −e_+1.

Both sets of relations are summarized by

e_q* = (−1)^q e_−q,  e_q·e_p = (−1)^q δ_(p,−q),  e_q*·e_p = δ_(p,q).

**Two kinds of component**

A vector A has expansion coefficients A^q, defined by

A = Σ_q A^q e_q.

Multiplying by e_p* and using e_p*·e_q = δ_(p,q) gives A^p = e_p*·A. These are called contravariant components here. The covariant components are defined without the conjugation:

A_q = e_q·A.

For example, A_+1 = −(A_x + iA_y)/√2. This is the definition behind the operator d_+1 = −(d_x + id_y)/√2, so the lower index in the argument refers to this kind. The two kinds are related by

A^q = e_q*·A = (−1)^q e_−q·A = (−1)^q A_−q.

Inserting this into the expansion and renaming q as −q yields

A = Σ_q (−1)^q A_−q e_q = Σ_q (−1)^q A_q e_−q.

The product with a second vector B follows at once:

A·B = Σ_q (−1)^q A_q (e_−q·B) = Σ_q (−1)^q A_q B_−q = Σ_q A_q B^q.

The contraction quoted in the argument therefore holds for covariant components of both vectors. It keeps its form for contravariant components of both, Σ_q (−1)^q A^q B^(−q), but in general fails if one vector is given by each kind. Since the operator d_−1 in the argument is a covariant component, the field must be given by its covariant components too.

A numerical pair shows how the sum works. For A = (1, 2, 3) and B = (2, −1, 1), the Cartesian product is 2 − 2 + 3 = 3. The covariant components are

A_+1 = −(1 + 2i)/√2,  A_0 = 3,  A_−1 = (1 − 2i)/√2,

B_+1 = −(2 − i)/√2,  B_0 = 1,  B_−1 = (2 + i)/√2.

The three terms of the contraction are

−A_+1 B_−1 = (1 + 2i)(2 + i)/2 = 5i/2,

A_0 B_0 = 3,

−A_−1 B_+1 = (1 − 2i)(2 − i)/2 = −5i/2,

and their sum is 3. Pairing equal lower indices instead gives

Σ_q A_q B_q = (4 + 3i)/2 + 3 + (4 − 3i)/2 = 7.

That sum equals A_x B_x − A_y B_y + A_z B_z, because the product of the +1 components and that of the −1 components add to A_x B_x − A_y B_y. It has the wrong sign in the y term.

**The components of the field**

For E = E0 e_+1 the expansion coefficients are E^+1 = E0 and E^0 = E^−1 = 0. The covariant components follow from the table of products:

E_+1 = E0 e_+1·e_+1 = 0,

E_0 = E0 e_0·e_+1 = 0,

E_−1 = E0 e_−1·e_+1 = −E0.

The first sentence of the argument has assigned the value of E^+1 to E_+1. With the correct values, the contraction is

d·E = −d_+1 E_−1 + d_0 E_0 − d_−1 E_+1
= −d_+1 (−E0) + 0 − 0
= E0 d_+1.

Two minus signs cancel, one from the factor (−1)^q and one from e_−1·e_+1. The result also follows without the contraction, since d·e_+1 is the definition of d_+1. In general,

d·E = Σ_q E^q d_q,

so the coefficient of e_q in the field multiplies the operator with the same q.

The components assumed in the argument do describe a field, but a different one. Setting E_+1 = E0 and the others to zero in the covariant expansion gives

Σ_q (−1)^q E_q e_−q = −E0 e_−1.

This has a geometric reading. Using the numbers E^q as if they were E_q replaces E = Σ_q E^q e_q by

Σ_q (−1)^q E^q e_−q = Σ_q E^q e_q*.

The coefficients are kept while the basis vectors are conjugated, which reverses the sign of the y component. The error reflects the field in the xz plane and so reverses any rotation of the field about z.

This also identifies cases in which the error does no visible harm. A field along x or z is unchanged by the reflection. A linearly polarized field in the xy plane at angle α to x is sent to angle −α. Its coefficients E^+1 and E^−1 have equal magnitudes before and after, so the strengths of the raising and lowering parts are unaffected, although their relative phase changes unless the field lies along x or y. A field that is circular in the xy plane exposes the error because only one of the two coefficients is present.

**Why d_+1 raises m**

With ħ = 1, L_z = x p_y − y p_x and [p_x, x] = [p_y, y] = −i,

[L_z, x] = −y[p_x, x] = iy,

[L_z, y] = x[p_y, y] = −ix.

Hence

[L_z, x + iy] = iy + x = x + iy,

[L_z, x − iy] = iy − x = −(x − iy),

and [L_z, z] = 0. For the position components r_q = e_q·r this means

[L_z, r_q] = q r_q.

Taking the matrix element between eigenstates of L_z gives

(m′ − m − q)⟨m′|r_q|m⟩ = 0.

The element can be nonzero only if m′ = m + q. The electron's dipole is d = −r in atomic units, and its minus sign changes the phase of the amplitude but not this rule.

The index also has a meaning under rotation, and here the two kinds of component differ again. A rotation by φ about z sends x̂ to x̂ cos φ + ŷ sin φ and ŷ to −x̂ sin φ + ŷ cos φ. Therefore

x̂ + iŷ → (cos φ − i sin φ)x̂ + (sin φ + i cos φ)ŷ = e^(−iφ)(x̂ + iŷ),

and, by conjugation, x̂ − iŷ acquires e^(iφ). Thus e_q → e^(−iqφ) e_q. When a vector is rotated, its coefficient A^q acquires the factor e^(−iqφ). Since A_q = (−1)^q A^(−q), its covariant component acquires e^(+iqφ). For q = ±1 the same label thus goes with opposite phases, and the two kinds of component cannot be interchanged. For q = 0 neither acquires a phase, and the two are equal.

**The condition hidden in "raises m"**

A complex amplitude is not yet a physical field. For real E0 > 0, take

E(t) = Re[E0 e_+1 e^(−iωt)] = −(E0/√2)(x̂ cos ωt + ŷ sin ωt).

The field has constant strength E0/√2 and turns from x towards y. Written as a sum of two complex parts, it is

E(t) = (E0/2)[e_+1 e^(−iωt) + e_+1* e^(iωt)].

In the electric dipole approximation and length gauge, the interaction is −d·E(t) = r·E(t). Using e_+1* = −e_−1,

r·E(t) = (E0/2)[r_+1 e^(−iωt) − r_−1 e^(iωt)].

The operator is Hermitian because r_+1† = −(x − iy)/√2 = −r_−1. Both a raising and a lowering part must be present. What separates them is energy. In the interaction picture, an element from state i to state f carries the factor e^(i(ε_f − ε_i)t), where ε denotes the state energy. Combined with e^(−iωt), it is stationary for ε_f = ε_i + ω; combined with e^(iωt), it is stationary for ε_f = ε_i − ω. Resonant absorption therefore raises m by one, and resonant stimulated emission lowers m by one.

The time convention matters too. If the amplitude E0 e_+1 multiplies e^(iωt), the same real field is Re[−E0 e_−1 e^(−iωt)]. It turns the other way, and its absorption lowers m.

**Hydrogen as a case**

Consider nonrelativistic hydrogen with a fixed nucleus and no spin, restricted to 1s and the three 2p states. The radial integral is

∫ r³ R_10 R_21 dr = (1/√6) ∫ r⁴ e^(−3r/2) dr = (24/√6)(2/3)⁵ = 1.2903 bohr,

with R_10 = 2e^(−r), R_21 = r e^(−r/2)/(2√6) and r running from 0 to ∞. Since r_+1 = r√(4π/3) Y_11 and Y_00 = 1/√(4π), the angular factor is 1/√3. Thus

⟨2p, m=+1|r_+1|1s⟩ = 1.2903/√3 = 0.7449 bohr.

For a unit amplitude along e_+1, this is the element to m = +1, and those to m = 0 and m = −1 vanish. The assumed components give −0.7449 bohr to m = −1 and zero to the other two. The magnitude is the same, so a check of the transition strength alone would not reveal the error.

Choose E0 = 0.002 a.u. and the resonant frequency ω = −1/8 + 1/2 = 0.375 hartree. The constant field strength is E0/√2 = 0.001414 a.u., or 7.27 × 10⁸ V/m. The coupling is

V = (0.002/2)(0.7449) = 7.449 × 10⁻⁴ hartree.

Let c_0, c_+ and c_− be the interaction-picture amplitudes of 1s, 2p m = +1 and 2p m = −1. The 2p state with m = 0 is not coupled, since the field has no z component. If the off-resonant coupling to m = −1 is dropped, which is the rotating-wave approximation, then

i dc_0/dt = V c_+,  i dc_+/dt = V c_0.

Starting from 1s, the solution is c_0 = cos Vt and c_+ = −i sin Vt. The population of m = +1 is sin² Vt, and transfer is complete at

T = π/(2V) = 2108.6 a.u. = 51.0 fs,

after about 126 field cycles.

The dropped coupling obeys

i dc_−/dt = −V e^(2iωt) c_0.

At early times c_0 ≈ 1, so

c_− ≈ (V/2ω)(e^(2iωt) − 1),  |c_−|² ≈ (V/ω)² sin² ωt.

The peak is (7.449 × 10⁻⁴/0.375)² = 3.95 × 10⁻⁶. At T the 1s amplitude has gone, so the oscillating term has gone with it to leading order in V/ω. The constant term leaves a population of about (V/2ω)² = 1 × 10⁻⁶.

The four-state Schrödinger equation was also integrated numerically by an adaptive Runge–Kutta method with the real Cartesian field, keeping both parts of the interaction. The final populations after time T were as follows.

- From 1s, with the field along e_+1: 0.999999 in m = +1 and 0.000001 in m = −1.
- From 1s, with the field −E0 e_−1 that the assumed components describe: 0.999999 in m = −1 and 0.000001 in m = +1.
- From 2p m = +1, with the field along e_+1: 0.999999 in 1s, so emission has lowered m from +1 to 0.
- From 2p m = −1, with the field along e_+1: 0.999998 still in m = −1.

In the first run, the population of m = +1 departed from sin² Vt by at most 1.4 × 10⁻⁶, and the peak population of m = −1 was 3.95 × 10⁻⁶, as estimated.

The last run shows why a change in m must be joined to a change in energy. Going from m = −1 to 1s requires m to rise while the energy falls. The raising part carries e^(−iωt), which suits a rise in energy, so the step is off resonance by 2ω. The lowest population of the initial state during the run was 0.999996. The small loss has the scale (V/ω)² found above.

The restriction to four states leaves out other bound states, ionization, spontaneous decay and fine structure. Ionization from 2p is possible, since one more photon of 0.375 hartree exceeds the binding energy of 0.125 hartree. The populations above therefore belong to the model, and the omitted states change them from the third digit on. With the other bound states and the continuum included, at the same field and time, the first run ends with about 0.998 in 2p m = +1. About 1.5 × 10⁻³ is lost to ionization or to shells above n = 4, about 1 × 10⁻⁴ each is found in 1s and in 3d m = +2, and 6 × 10⁻⁵ in 2s, while the peak population of 2p m = −1 stays at 3.95 × 10⁻⁶. Spontaneous decay would remove a further 2 × 10⁻⁵ or so. The rule m′ = m + q does not rest on the restriction, since it follows from the commutator. With spin included, r_q commutes with S_z, so [J_z, r_q] = q r_q and the same rule holds for the projection of the total angular momentum. It does require m to refer to the axis that defines e_+1. About a tilted axis, the same field is in general a mixture of all three basis vectors, and several changes of m can occur.

**Correction to the argument**

The first sentence should read: "The field is E = E0 e_+1, so E^+1 = E0, while its only nonzero covariant component is E_−1 = −E0." The contraction then gives d·E = E0 d_+1. With the time factor e^(−iωt), resonant absorption takes 1s to the 2p state with m = +1.

Numerical values quoted here were computed with a short program.
